# Whisker Growth Fed by Radial Stress-Driven Diffusion: Two Derivations

## Definitions and conventions

A metal film of thickness $s$ lies on a rigid substrate. Atoms can't leave through its top or bottom surface, except into the whisker. On a real film an oxide skin can close the top in this way. Its grains are columns separated by vertical grain boundaries. The in-plane stress is described by $p$, the compressive normal stress on these boundaries, counted positive in compression. A whisker of constant radius $a$ grows out of the film from a root that is a cylinder of the same radius through the whole film thickness. Its length is $h$, and $r$ is the distance from its axis.

The stress is $p_a$ at the root, $r=a$, and is held at $p_b$ on a circle $r=b$. Write $\Delta p=p_b-p_a$. The atomic volume is $\Omega$, the temperature is $T$, and $k$ is Boltzmann's constant. The effective in-plane diffusivity of atoms is $D$, averaged over the film and taken as uniform. The flux $\mathbf J$ counts atoms per unit area and time, and $N$ is the number of atoms reaching the root per unit time.

The result to be derived is the steady growth rate

$$\frac{dh}{dt}=\frac{2s\Omega D\,(p_b-p_a)}{kT\,a^2\ln(b/a)} .$$

At fixed $a$, $s$, $D$ and $T$, the rate is proportional to the stress difference and inversely proportional to $\ln(b/a)$. It is proportional to the distant stress $p_b$ itself only when $p_a$ is negligible.

## The transport law used by both derivations

Inserting an atom into a boundary pushes the two grains apart by a volume $\Omega$ against the pressure $p$. The work is $\Omega p$, so the chemical potential, measured from the stress-free state, is

$$\mu=\Omega p .$$

The change in elastic energy per atom is smaller by a factor of order $p$ divided by an elastic modulus, and is dropped.

Let an atom make jumps of length $\lambda$ along a line, under a force $f=-d\mu/dx$. Detailed balance requires the ratio of forward to backward rates to be $e^{f\lambda/kT}$. Splitting the bias evenly gives rates $\nu e^{\pm f\lambda/2kT}$ and the drift speed

$$v=\lambda\nu\left(e^{f\lambda/2kT}-e^{-f\lambda/2kT}\right)=2\lambda\nu\sinh\frac{f\lambda}{2kT}\simeq\frac{\nu\lambda^2}{kT}f .$$

Without bias there are on average $2\nu t$ jumps in time $t$, each adding $\lambda^2$ to the mean square displacement. Setting this equal to $2Dt$ gives $D=\nu\lambda^2$. Hence $v=Df/kT$ when $f\lambda\ll kT$. With $1/\Omega$ atoms per unit volume,

$$\mathbf J=\frac{1}{\Omega}\frac{D}{kT}(-\nabla\mu)=-\frac{D}{kT}\nabla p .$$

Atoms move from high to low compression.

If diffusion runs along boundaries of width $\delta$ and diffusivity $D_{gb}$, $D$ must be averaged over the film. Take a square network of spacing $d$ and a stress gradient along one set of boundaries. These fill a fraction $\delta/d$ of the cross-section. The other set lies along lines of equal $p$ and carries nothing. Therefore

$$D=D_{gb}\frac{\delta}{d}.$$

A gradient along the other axis gives the same value. Since the law is linear, any in-plane direction does too, provided $p$ varies slowly over one grain.

## First derivation: the stress field

This route finds $p(r)$ from local conservation of atoms. Let $e$ be the area fraction of material inserted into the vertical boundaries. Hooke's law for equal in-plane stresses and a top surface free of load gives each in-plane elastic strain as $-(1-\nu_P)p/E$, with Young's modulus $E$ and Poisson ratio $\nu_P$. With $M=E/(1-\nu_P)$, the elastic areal strain is $-2p/M$. The substrate prevents any total areal strain, so

$$e-\frac{2p}{M}=0,\qquad p=\frac{Me}{2}.$$

Material accumulates where more atoms arrive than leave, $\partial e/\partial t=-\Omega\nabla\cdot\mathbf J$. Inserting the flux law,

$$\frac{\partial p}{\partial t}=-\frac{M\Omega}{2}\nabla\cdot\mathbf J=D_p\nabla^2p,\qquad D_p=\frac{M\Omega D}{2kT}.$$

In the steady state, and with radial symmetry,

$$\frac1r\frac{d}{dr}\left(r\frac{dp}{dr}\right)=0
\quad\Rightarrow\quad r\frac{dp}{dr}=C
\quad\Rightarrow\quad p=p_a+C\ln\frac ra .$$

The condition $p(b)=p_b$ fixes $C=\Delta p/\ln(b/a)$, so that

$$p(r)=p_a+\Delta p\,\frac{\ln(r/a)}{\ln(b/a)} .$$

The outward flux is $-(D/kT)\,dp/dr$. The inward flux is therefore $+(D/kT)\,dp/dr$, and it crosses a cylinder of area $2\pi rs$:

$$N=2\pi rs\,\frac{D}{kT}\frac{dp}{dr}=\frac{2\pi sD\,\Delta p}{kT\ln(b/a)} .$$

The radius has cancelled, as it must when no atoms are gained or lost on the way. The whisker gains volume $\Omega N=\pi a^2\,dh/dt$. Dividing by $\pi a^2$ gives the stated growth rate.

## Second derivation: the balance of free energy

This route never solves for the stress. Conservation and symmetry fix the flow pattern, and the free energy lost on the way fixes its strength.

Suppose $N$ atoms per unit time flow steadily inward. The mean atomic speed $v(r)$ follows from $N=2\pi rs\,v/\Omega$:

$$v(r)=\frac{N\Omega}{2\pi rs}.$$

By the drift law, moving an atom at speed $v$ takes a force $kTv/D$, and this force dissipates power $kTv^2/D$. A ring of width $dr$ contains $2\pi rs\,dr/\Omega$ atoms, so the total dissipation is

$$\Phi=\int_a^b\frac{kT}{D}\left(\frac{N\Omega}{2\pi rs}\right)^2\frac{2\pi rs}{\Omega}\,dr
=\frac{kT\,\Omega N^2}{2\pi sD}\int_a^b\frac{dr}{r}
=\frac{kT\,\Omega N^2}{2\pi sD}\ln\frac ba .$$

The average over the network is consistent. For flow along one set of boundaries, the atoms in that set are a fraction $\delta/d$ of the total and move at $v_{gb}=vd/\delta$, while those in the other set do not drift. Per atom of the film they dissipate $(\delta/d)\,kTv_{gb}^2/D_{gb}=kTv^2/(D_{gb}\delta/d)$, which is $kTv^2/D$.

In the steady state the free energy stored between $a$ and $b$ is constant. Each atom enters with $\Omega p_b$ and leaves with $\Omega p_a$, so at fixed temperature the loss $N\Omega\Delta p$ must equal $\Phi$:

$$N\Omega\,\Delta p=\frac{kT\,\Omega N^2}{2\pi sD}\ln\frac ba .$$

The root $N=0$ is excluded: without flow there is no force anywhere, hence no stress difference. Dividing by $N\Omega$ and solving,

$$N=\frac{2\pi sD\,\Delta p}{kT\ln(b/a)},$$

as before, and again $dh/dt=\Omega N/\pi a^2$. The logarithm now has a direct meaning: equal ratios of radius dissipate equal power. The ring from $a$ to $2a$ costs as much as the ring from $b/2$ to $b$.

## The root stress and two limits

Lengthening the whisker by $dh$ creates side surface $2\pi a\,dh$ with energy $\gamma$ per area and uses $\pi a^2dh/\Omega$ atoms. The cost per atom is $2\gamma\Omega/a$. Local equilibrium at the root equates this to $\Omega p_a$:

$$p_a=\frac{2\gamma}{a}.$$

Growth therefore needs $p_b>2\gamma/a$. An oxide skin that must be broken would raise $p_a$ further.

When $b-a\ll a$, $\ln(b/a)\simeq(b-a)/a$, and the flow becomes that of a flat strip of length $b-a$. When $b\to\infty$ at fixed stresses the steady rate tends to zero, though slowly. Since $d\ln(dh/dt)/d\ln b=-1/\ln(b/a)$, a small relative error in $b$ reaches the rate divided by $\ln(b/a)$. At $b/a=100$, doubling $b$ lowers the rate by 13% and halving it raises the rate by 18%.

## What each derivation assumes

Both use the linear drift law, uniform $D$, local equilibrium at the root, and no creep. Both need a reservoir that holds $p_b$, and a top surface closed to atoms. If the boundaries could discharge atoms at a stress-free top, the slowest relaxation through the thickness would take $2s^2/(\pi^2D_p)$, with vertical diffusion twice as fast as in-plane diffusion. That is about 25 s for the example below, and the distant stress could not feed the root. They differ in what else they need and in what they can be extended to.

**Elasticity.** The first derivation, as written, relates inserted material to stress through $M$. The modulus drops out of the steady rate, because $\nabla\cdot\mathbf J=0$ whatever the elastic response. It remains in the time needed to reach that rate. The second derivation needs no elastic law, only constant stored energy, and so it says nothing about this time.

For the transient, write $p=p_{\rm steady}+R(r)e^{-D_pq^2t}$. Then $R$ obeys Bessel's equation of order zero and vanishes at both radii. The combination $R=J_0(qr)Y_0(qa)-J_0(qa)Y_0(qr)$ vanishes at $a$, and the condition at $b$ is

$$J_0(qb)Y_0(qa)-J_0(qa)Y_0(qb)=0 .$$

The lowest root $q$ gives the settling time $1/(D_pq^2)$.

**Where atoms enter.** Both derivations let all atoms enter at $b$. If $b$ is instead half the distance between equal whiskers, symmetry allows no flow across the midline between neighbours. Approximating the region that feeds each whisker by a circle of radius $b$, the flux at $b$ is zero, and the atoms must come from sources inside. The stress field handles this case. Let a uniform source add volume $g$ per unit film volume and time. The flow through radius $r$ carries what was added outside it:

$$2\pi rs\frac{\Omega D}{kT}\frac{dp}{dr}=\pi sg(b^2-r^2).$$

Dividing by $2\pi rs\,\Omega D/kT$ and integrating from $a$ to $b$,

$$\Delta p=\frac{gkT}{2\Omega D}\left[b^2\ln\frac ba-\frac{b^2-a^2}{2}\right].$$

The whisker receives the volume $\pi sg(b^2-a^2)$ per unit time. Eliminating $g$, with $f=1-a^2/b^2$,

$$\frac{dh}{dt}=\frac{2s\Omega D\,\Delta p}{kTa^2}\;\frac{f}{\ln(b/a)-f/2}.$$

For $b\gg a$ the logarithm is merely reduced by $1/2$. Cause and effect have changed places, however: the source sets the growth rate, and $p_b$ adjusts to it. The energy balance alone would not give $p_b$ here, because atoms enter at many different stresses. It yields their average.

**Symmetry.** The second derivation takes the flow pattern from symmetry. When symmetry is lost it still gives bounds, because the true steady flow dissipates least among all conserved flows with the same $N$. To see this, add to the true flux $\mathbf J$ a divergence-free flux $\mathbf j$ that carries no net flow through the root or the rim, and none through the other surfaces. The cross term in the dissipation is proportional to $\int\mathbf j\cdot\nabla p\,dV$. This equals a surface integral of $p\,\mathbf j$, which vanishes because $p$ is constant on the root and on the rim. The term quadratic in $\mathbf j$ is positive.

Consider a root ring that reaches only the upper half of the film, with an impermeable core below it. Confining the flow to the upper half is allowed and doubles the dissipation at given $N$, so the rate is at least half that of a full root. Conversely, every flow to the half-depth ring is also an allowed flow to a full ring, so the rate can't exceed the full-root value. The bounds are 0.5 and 1.

**Uniform diffusivity.** Suppose compression slows diffusion as $D=D_0e^{-\Omega p/kT}$, with an activation volume equal to $\Omega$. Then $r\,e^{-\Omega p/kT}\,dp/dr$ is constant, and integration replaces $\Delta p$ by

$$\frac{kT}{\Omega}\left(e^{-\Omega p_a/kT}-e^{-\Omega p_b/kT}\right).$$

Strict proportionality to $\Delta p$ is thus a property of small $\Omega p/kT$.

## A worked example

The parameters are rough values in the regime of a tin finish near room temperature: $T=300$ K, $a=1$ µm, $b=100$ µm, $s=3$ µm, $p_b=10$ MPa, $\Omega=0.027$ nm³ and $\gamma=0.6$ J/m². For the boundaries, $D_{gb}=10^{-8}$ cm²/s and $\delta=0.5$ nm. The root is taken to occupy one square grain of equal area, so $d=\sqrt\pi\,a=1.77$ µm. The numerical output below lists all values.

The effective diffusivity is

$$D=10^{-8}\times\frac{0.5}{1772}=2.82\times10^{-12}\ \text{cm}^2/\text{s}.$$

The root stress is $p_a=2\gamma/a=1.2$ MPa, which leaves $\Delta p=8.8$ MPa. From $\Omega p_b/kT=0.0652$ follows $\Omega\Delta p/kT=0.88\times0.0652=0.0574$. With $s/a^2=3\times10^4$ cm⁻¹ and $\ln(b/a)=4.605$,

$$\frac{dh}{dt}=\frac{2(3\times10^4)(2.82\times10^{-12})(0.0574)}{4.605}\ \text{cm/s}=0.021\ \text{nm/s},$$

or about 1.8 µm per day. A finite-volume solution of the radial problem with these inputs gives 1.00001 times the formula.

At $r=10a$ the stress is $1.2+8.8/2=5.6$ MPa: half the drop occurs within a tenth of the outer radius. Moving the 10 MPa circle out to $10b$, with everything else fixed, multiplies the rate by $4.605/6.908=0.667$. Doubling $p_b$ instead multiplies it by $18.8/8.8=2.14$ rather than 2, because $p_a$ does not double. That second case is a statement about the formula, since 20 MPa exceeds the rough yield stress of 15 MPa used here. At 10 MPa, a whisker of radius below $2\gamma/p_b=0.12$ µm can't grow.

With $E=50$ GPa and $\nu_P=0.36$, $M=78$ GPa and $D_p=7.2\times10^{-10}$ cm²/s. The lowest root is $qb=2.80$, and the settling time is 4.9 h. If the film starts at uniform $p_b$ and the root is then held at $p_a$, the rate after 24 h is within 0.3% of its steady value.

Supply matters more than settling. If no atoms are added, none cross $r=b$, and the whole film inside $b$ relaxes from $p_b$ to $p_a$, it releases an area fraction $2\Delta p/M$. The resulting whisker length is

$$\frac{s(b^2-a^2)}{a^2}\,\frac{2\Delta p}{M}=6.8\ \text{µm},$$

equal to 3.7 days of steady growth. This is an upper limit on how long the strain stored inside $b$ could feed the steady rate. With the rim closed, as between whiskers spaced $2b$ apart, the stress falls as the film empties: the rate is 0.85 of the steady value after one day and 0.36 after 3.7 days. Sustained growth then needs a source. An isolated whisker in a wide film is different, because it draws on strain stored ever farther out. With no source and no creep, its rate falls only logarithmically, to 0.59 of the steady value after a year, when the drained region reaches about 1.5 mm. The demand is small: spread over the disc of radius $b$, it is a layer of $1.8\ \text{µm}\times(a/b)^2=0.18$ nm per day.

Several neglected effects can be sized for the same numbers, each changed alone:

- With a uniform source and the same $p_b$, the rate is 1.12 times the value for supply at $b$, for a circular cell.
- With pressure-dependent diffusivity it is 0.96 times the value for $D=D_0$.
- For a root reaching half the depth, a numerical solution gives a factor 0.92, between the bounds found above. Vertical diffusion was taken as twice as fast as in-plane diffusion, as square columns imply.
- On a discrete square network, with the root as one grain, the factor is 1.05.

The network also tests the logarithm without assuming radial symmetry. When the rim radius grows from 30 to 90 grain sizes, the resistance rises by 0.993 of the amount that $\ln3$ predicts. The test allowed 2%, since the rim is rough on the scale of a grain.

Near the root the thin-film picture of stress is strained. A radial gradient of equal in-plane stresses must be balanced by substrate shear $s\,dp/dr$. This is 5.7 MPa at the root, comparable with the film stress, and 0.57 MPa at $10a$. Stress therefore can't be taken as uniform through the thickness close to the root when the relaxation is calculated. The steady flow still obeys $\nabla\cdot\mathbf J=0$ there, as long as the metal does not yield or creep.

## Beside real tin finishes

On copper, a tin finish can be kept under compression by the growth of a copper–tin compound at the interface. That is a source spread under the film, so real finishes break the assumption of supply at $b$. In this model the change is 12% at given $p_b$ for a circular cell. For a square array of spacing $2b$ it is 11% if $p_b$ is taken midway between neighbours and 6% if it is taken at the cell corner. Whisker growth of roughly a millimetre in a year is known, and real rates vary widely. The model rate, if supplied for a year, would give about 0.7 mm. This agreement in size is no confirmation, because the rate is proportional to $D_{gb}$, which is only roughly known. Temperature matters more than the geometric corrections: with a rough activation energy of 0.45 eV and the stresses held fixed, the model rate at 333 K is about 5 times that at 300 K. Creep would lower the stress that drives growth, and having to break the oxide skin at the root would raise $p_a$, each extra MPa removing 11% of the rate. Elsewhere the skin helps, because it keeps atoms from leaving through the top surface. Neglecting creep is a strict condition for tin, which at 300 K is near 0.6 of its melting temperature. An in-plane creep rate $\dot\varepsilon$ relaxes the stress in a time $p/(M\dot\varepsilon)$, during which diffusion reaches $\sqrt{D_p\,p/(M\dot\varepsilon)}$. At 10 MPa this distance is about $b$ for $\dot\varepsilon=10^{-9}$ s⁻¹ and 30 µm for $10^{-8}$ s⁻¹, so the model holds only for creep well below $10^{-9}$ s⁻¹. Neither the effect of creep on the rate nor the breaking of the skin is calculated here, nor is the crystal anisotropy of tin.

## Table of computed values

```
Inputs: rough values, tin finish regime
Temperature: 300 K
Root radius a: 1 um
Outer radius b: 100 um
Film thickness s: 3 um
Distant compressive stress p_b: 10 MPa
Atomic volume: 0.027 nm^3
Grain-boundary diffusivity: 1e-08 cm^2/s
Grain-boundary width: 0.5 nm
Grain size d = sqrt(pi) a: 1.772 um
Surface energy: 0.6 J/m^2
Young modulus: 50 GPa
Poisson ratio: 0.36
Steady growth
Thermal energy kT: 0.02585 eV
Effective diffusivity D: 2.821e-12 cm^2/s
ln(b/a): 4.605
Root stress p_a: 1.2 MPa
Stress difference: 8.8 MPa
Stress at r = 10 a: 5.6 MPa
Omega p_b / kT: 0.06519
Growth rate: 0.02108 nm/s
Growth rate, converted: 1.822 um/day
Rate factor, p_b doubled: 2.136
Rate factor, b tenfold: 0.6667
Smallest root radius that grows: 0.12 um
Transient and supply
Biaxial modulus M: 78.12 GPa
Stress diffusivity: 7.183e-10 cm^2/s
Lowest root q b: 2.801
Settling time: 4.929 h
Rate / steady rate after 24 h: 1.003
Whisker length from stored strain: 6.758 um
Stored length / steady rate: 3.71 day
Supply averaged over disc b: 0.1822 nm/day
Neglected effects (rate factors unless a unit is given)
Discrete network, one-grain root: 1.05
Root reaching half the depth: 0.92
Uniform source, same p_b: 1.122
Pressure-dependent diffusivity: 0.9643
Lattice diffusivity, rough input: 1e-17 cm^2/s
Lattice / effective diffusivity: 3.5e-06
Substrate shear at root: 5.733 MPa
Substrate shear at r = 10 a: 0.5733 MPa
Yield stress, rough input: 15 MPa
p_b / yield stress: 0.67
Activation energy, rough input: 0.45 eV
Warm temperature: 333 K
Warm rate / rate at 300 K: 5.1
Independent checks
Hopping drift / linear law: 1.00002
Radial numerical / formula rate: 1.00001
Network log / ln 3: 0.9926
```
